# What a strain-induced exciton shift says about deformation potentials: a program that tests the result

```python
"""
Result under test: for a direct-gap monolayer under areal strain s,
    d(peak)/ds = D_c - D_v - d(E_b)/ds,
so an optical peak shift does not fix D_c or D_v separately.
D_c, D_v : slopes of conduction and valence edges against vacuum (eV)
E_b      : positive exciton binding energy; T : mean kinetic energy
mu, r0   : reduced mass and screening length; kappa : surroundings
beta_mu, beta_r : d ln(mu)/ds and d ln(r0)/ds
    d(E_b)/ds = T*beta_mu - (E_b - T)*beta_r
An interacting lattice ring tests the common-shift claim separately.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import struve, y0

# Energies in eV, lengths in nm, masses in electron masses.
KIN = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
COUL = const.e / (4 * np.pi * const.epsilon_0) * 1e9

# ---------- exciton in a Gaussian basis ----------
widths = np.geomspace(0.005, 50.0, 26)
alpha = 1 / (2 * widths**2)
asum = alpha[:, None] + alpha[None, :]
aprod = alpha[:, None] * alpha[None, :]
norm = 2 * np.sqrt(alpha)
norm2 = norm[:, None] * norm[None, :]
overlap = norm2 / (2 * asum)
kinetic_unit = norm2 * 2 * aprod / asum**2
log_r = np.linspace(np.log(1e-6), np.log(400.0), 4000)
radius = np.exp(log_r)
basis = norm[:, None] * np.exp(-alpha[:, None] * radius**2)
weight = radius**2 * (log_r[1] - log_r[0])


def attraction(r, r0, kappa):
    x = kappa * r / r0
    return COUL * np.pi / (2 * r0) * (struve(0, x) - y0(x))


def solve_exciton(mu, potential):
    """Binding energies and kinetic energies of the 1s and 2s levels."""
    kin = KIN / mu * kinetic_unit
    pot = (basis * (weight * potential)) @ basis.T
    energy, vec = eigh(kin - pot, overlap)
    kin_mean = np.array([vec[:, n] @ kin @ vec[:, n] for n in range(2)])
    return -energy[:2], kin_mean


mu0, r00, kappa = 0.25, 4.0, 2.0
beta_mu, beta_r = -3.0, 2.0


def binding(mu, r0):
    return solve_exciton(mu, attraction(radius, r0, kappa))[0]


eb, kin_mean = solve_exciton(mu0, attraction(radius, r00, kappa))

# Independent radial finite-volume grid.
step = 0.01
cells = (np.arange(8000) + 0.5) * step
faces = np.arange(1, 8000) * step
hop = KIN / mu0 / step**2
diagonal = 2 * hop - attraction(cells, r00, kappa)
off = -hop * faces / np.sqrt(cells[:-1] * cells[1:])
grid_eb = -eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select='i', select_range=(0, 1))
# The grid has a second-order discretization error.
assert np.allclose(eb, grid_eb, rtol=2e-3, atol=0)

# Bare Coulomb limit; Gaussians only approximate its cusp.
rydberg = const.value('Rydberg constant times hc in eV')
coul_exact = 4 * rydberg * mu0 / kappa**2
coul_eb, coul_kin = solve_exciton(mu0, COUL / (kappa * radius))
assert abs(coul_eb[0] / coul_exact - 1) < 3e-3
assert abs(coul_kin[0] / coul_eb[0] - 1) < 1e-2

# Separate logarithmic derivatives by finite differences.
d = 1e-3
fd_mu = (binding(mu0 * np.exp(d), r00)
         - binding(mu0 * np.exp(-d), r00)) / (2 * d)
fd_r = (binding(mu0, r00 * np.exp(d))
        - binding(mu0, r00 * np.exp(-d))) / (2 * d)
assert np.allclose(fd_mu, kin_mean, atol=2e-4, rtol=0)
assert np.allclose(fd_r, kin_mean - eb, atol=2e-4, rtol=0)
eb_slope = kin_mean * beta_mu - (eb - kin_mean) * beta_r

# ---------- three cases with explicit edges ----------
edge_c0, edge_v0 = -4.0, -6.2


def peaks(s, d_c, d_v, b_mu, b_r):
    e_c = edge_c0 + d_c * s
    e_v = edge_v0 + d_v * s
    return e_c - e_v - binding(mu0 * (1 + b_mu * s), r00 * (1 + b_r * s))


def peak_slopes(case):
    return (peaks(d, *case) - peaks(-d, *case)) / (2 * d)


case_a = (-7.0, -2.0, beta_mu, beta_r)
case_b = (-2.0, 3.0, beta_mu, beta_r)
formula_slope = case_a[0] - case_a[1] - eb_slope
case_c = (case_a[1] + formula_slope[0], case_a[1], 0.0, 0.0)
cases = {'A': case_a, 'B': case_b, 'C': case_c}
slopes = {name: peak_slopes(case) for name, case in cases.items()}
assert np.allclose(slopes['A'], formula_slope, atol=5e-4, rtol=0)
assert abs(slopes['A'][0] - slopes['B'][0]) < 1e-7
assert abs(slopes['A'][0] - slopes['C'][0]) < 5e-4
spacing_slope = slopes['A'][1] - slopes['A'][0]
assert abs(spacing_slope - (eb_slope[0] - eb_slope[1])) < 5e-4

biaxial = 0.005
s_test = 2 * biaxial
shifts = {name: 1e3 * (peaks(s_test, *case)[0] - peaks(0, *case)[0])
          for name, case in cases.items()}

# ---------- interacting ring: four cells, two orbitals per cell ----------
n_cells = 4
n_modes = 2 * n_cells
lower = np.array([[0., 1.], [0., 0.]])
parity = np.diag([1., -1.])


def annihilator(mode):
    out = np.eye(1)
    for j in range(n_modes):
        factor = parity if j < mode else lower if j == mode else np.eye(2)
        out = np.kron(out, factor)
    return out


ops = [annihilator(m) for m in range(n_modes)]
con, val = ops[0::2], ops[1::2]
num_c = sum(a.T @ a for a in con)
num_v = sum(a.T @ a for a in val)
repulsion = sum(a.T @ a @ b.T @ b for a, b in zip(con, val))
hopping = np.zeros_like(num_c)
mixing = np.zeros_like(num_c)
dipole = np.zeros_like(num_c)
for j in range(n_cells):
    nxt, prv = (j + 1) % n_cells, (j - 1) % n_cells
    hopping += -con[nxt].T @ con[j] + val[nxt].T @ val[j]
    mixing += con[j].T @ (val[nxt] - val[prv])
    dipole += con[j].T @ val[j]
hopping, mixing, dipole = (m + m.T for m in (hopping, mixing, dipole))
electron_count = np.rint(np.diag(num_c + num_v)).astype(int)


def ring(s, orb_c, orb_v):
    """Return edges, bright peak, and conduction-orbital transfer."""
    ham = ((1 + orb_c * s) * num_c + (-1 + orb_v * s) * num_v
           + repulsion + 0.2 * (1 - 4 * s) * hopping + 0.1 * mixing)
    ground = {}
    for count in (n_cells - 1, n_cells, n_cells + 1):
        idx = np.flatnonzero(electron_count == count)
        energy, vec = np.linalg.eigh(ham[np.ix_(idx, idx)])
        ground[count] = energy[0]
        if count == n_cells:
            strength = (vec.T @ dipole[np.ix_(idx, idx)] @ vec[:, 0])**2
            strength[0] = 0
            n = np.argmax(strength)
            peak = energy[n] - energy[0]
            occ = np.diag(num_c)[idx]
            transfer = occ @ (vec[:, n]**2 - vec[:, 0]**2)
    e_c = ground[n_cells + 1] - ground[n_cells]
    e_v = ground[n_cells] - ground[n_cells - 1]
    return np.array([e_c, e_v, peak, transfer])


def ring_slopes(orb_c, orb_v):
    h = 1e-4
    return (ring(h, orb_c, orb_v) - ring(-h, orb_c, orb_v))[:3] / (2 * h)


ring_a = ring_slopes(-7, -2)
ring_b = ring_slopes(-2, 3)
ring_equal = ring_slopes(-2, -2)
ring_zero = ring(0, 0, 0)
ring_eb = ring_zero[0] - ring_zero[1] - ring_zero[2]
ring_eb_slope = ring_a[0] - ring_a[1] - ring_a[2]
assert abs(ring_a[2] - ring_b[2]) < 1e-6
assert np.allclose(ring_b[:2] - ring_a[:2], 5, atol=1e-6, rtol=0)
assert abs(ring_a[2] - ring_equal[2] + 5 * ring_zero[3]) < 1e-4
assert ring_eb > 0 and abs(ring_eb_slope) > 0.05

# ---------- numbers for the text ----------
print('MODEL MONOLAYER (slopes are per unit areal strain)')
print(f'reduced mass = {mu0:.2f} m_e')
print(f'screening length = {r00:.1f} nm; kappa = {kappa:.1f} (no unit)')
print(f'beta_mu = {beta_mu:.1f}; beta_r = {beta_r:.1f} (no unit)')
print(f'unstrained edges E_c, E_v = {edge_c0:.2f}, {edge_v0:.2f} eV')
print(f'unstrained gap = {edge_c0 - edge_v0:.2f} eV')
print(f'unstrained 1s peak = {peaks(0, *case_a)[0]:.4f} eV')
for n, name in enumerate(('1s', '2s')):
    print(f'{name} binding energy = {eb[n]:.4f} eV')
    print(f'{name} binding energy, radial grid = {grid_eb[n]:.4f} eV')
    print(f'{name} mean kinetic energy = {kin_mean[n]:.4f} eV')
    print(f'{name} dE_b/dln(mu), finite diff. = {fd_mu[n]:.4f} eV')
    print(f'{name} dE_b/dln(r0), finite diff. = {fd_r[n]:.4f} eV')
    print(f'{name} dE_b/ds, formula = {eb_slope[n]:.4f} eV')
print(f'1s mass part of dE_b/ds = {kin_mean[0] * beta_mu:.4f} eV')
print(f'1s screening part = {-(eb[0] - kin_mean[0]) * beta_r:.4f} eV')
print(f'Coulomb-limit 1s binding, formula = {coul_exact:.4f} eV')
print(f'Coulomb-limit 1s binding, basis = {coul_eb[0]:.4f} eV')
print(f'Coulomb-limit 1s kinetic, basis = {coul_kin[0]:.4f} eV')
print(f'1s peak slope, formula = {formula_slope[0]:.4f} eV')
print(f'2s-1s spacing slope, finite diff. = {spacing_slope:.4f} eV')
print(f'biaxial strain = {100 * biaxial:.2f} %; s = {s_test:.3f}')
for name, case in cases.items():
    print(f'case {name}: D_c, D_v = {case[0]:.4f}, {case[1]:.4f} eV')
    print(f'case {name}: gap slope = {case[0] - case[1]:.4f} eV')
    print(f'case {name}: 1s peak slope = {slopes[name][0]:.4f} eV')
    print(f'case {name}: 1s shift at this strain = {shifts[name]:.2f} meV')
print(f'case A peak slope = {20 * slopes["A"][0]:.2f} meV per % biaxial')
print('INTERACTING RING (orbital potentials A: -7,-2; B: -2,3 eV)')
print(f'ring unstrained binding energy = {ring_eb:.4f} eV')
print(f'ring conduction-orbital transfer = {ring_zero[3]:.4f} electrons')
for name, val_s in (('A', ring_a), ('B', ring_b)):
    print(f'ring {name}: edge slopes = {val_s[0]:.4f}, {val_s[1]:.4f} eV')
    print(f'ring {name}: peak slope = {val_s[2]:.4f} eV')
print(f'ring A: binding-energy slope = {ring_eb_slope:.4f} eV')
print('all tests passed')
```

Running it gives:

```
MODEL MONOLAYER (slopes are per unit areal strain)
reduced mass = 0.25 m_e
screening length = 4.0 nm; kappa = 2.0 (no unit)
beta_mu = -3.0; beta_r = 2.0 (no unit)
unstrained edges E_c, E_v = -4.00, -6.20 eV
unstrained gap = 2.20 eV
unstrained 1s peak = 1.8260 eV
1s binding energy = 0.3740 eV
1s binding energy, radial grid = 0.3740 eV
1s mean kinetic energy = 0.1300 eV
1s dE_b/dln(mu), finite diff. = 0.1300 eV
1s dE_b/dln(r0), finite diff. = -0.2440 eV
1s dE_b/ds, formula = -0.8780 eV
2s binding energy = 0.1331 eV
2s binding energy, radial grid = 0.1331 eV
2s mean kinetic energy = 0.0756 eV
2s dE_b/dln(mu), finite diff. = 0.0756 eV
2s dE_b/dln(r0), finite diff. = -0.0575 eV
2s dE_b/ds, formula = -0.3417 eV
1s mass part of dE_b/ds = -0.3900 eV
1s screening part = -0.4880 eV
Coulomb-limit 1s binding, formula = 3.4014 eV
Coulomb-limit 1s binding, basis = 3.4009 eV
Coulomb-limit 1s kinetic, basis = 3.4001 eV
1s peak slope, formula = -4.1220 eV
2s-1s spacing slope, finite diff. = -0.5362 eV
biaxial strain = 0.50 %; s = 0.010
case A: D_c, D_v = -7.0000, -2.0000 eV
case A: gap slope = -5.0000 eV
case A: 1s peak slope = -4.1220 eV
case A: 1s shift at this strain = -41.31 meV
case B: D_c, D_v = -2.0000, 3.0000 eV
case B: gap slope = -5.0000 eV
case B: 1s peak slope = -4.1220 eV
case B: 1s shift at this strain = -41.31 meV
case C: D_c, D_v = -6.1220, -2.0000 eV
case C: gap slope = -4.1220 eV
case C: 1s peak slope = -4.1220 eV
case C: 1s shift at this strain = -41.22 meV
case A peak slope = -82.44 meV per % biaxial
INTERACTING RING (orbital potentials A: -7,-2; B: -2,3 eV)
ring unstrained binding energy = 0.4930 eV
ring conduction-orbital transfer = 0.9999 electrons
ring A: edge slopes = -5.4131, -3.5869 eV
ring A: peak slope = -2.7314 eV
ring B: edge slopes = -0.4131, 1.4131 eV
ring B: peak slope = -2.7314 eV
ring A: binding-energy slope = 0.9053 eV
all tests passed
```
